# Annealing of hydrogen-passivated boron: dissociation, diffusion and retrapping

## The question posed by a fading infrared line

A boron acceptor in silicon can bind a hydrogen atom. The pair is neutral, so the acceptor no longer supplies a hole, and its hydrogen stretching vibration gives an infrared line. On heating, pairs break up and the line fades. It is tempting to read the fading rate as the dissociation rate. But a released proton is attracted by every ionized acceptor it passes and may form a new pair. The line then measures a competition between release, escape and retrapping.

Let $N$ be the fixed total density of acceptors, $p(x,t)$ the density of pairs and $h(x,t)$ that of free H$^+$. The ionized acceptors available for capture have density $N-p$. If each pair dissociates at rate $\nu$ and capture has rate coefficient $k$, counting gains and losses gives

$$\frac{\partial p}{\partial t}=-\nu p+k(N-p)h, \tag{1}$$

$$\frac{\partial h}{\partial t}=D\frac{\partial^2h}{\partial x^2}+\nu p-k(N-p)h. \tag{2}$$

The slab occupies $0<x<L$. Its front surface absorbs hydrogen, $h(0,t)=0$; its back reflects it, $\partial_xh(L,t)=0$. Initially $p=P_0<N$ everywhere and $h=0$. Adding (1) and (2) and integrating over the slab gives

$$\frac{d}{dt}\int_0^L(p+h)\,dx=-D\,\partial_xh(0,t). \tag{3}$$

Reactions move hydrogen between the two populations; the surface alone removes it. If the front were also reflecting, the total would be conserved and the pairs could not all disappear.

The model omits hydrogen molecules, surface charge and macroscopic electric fields. The rate $\nu$ counts complete separations, so a return to the parent acceptor before separation is already included in it. With a fixed absorption strength per pair, the absorbance is proportional to $\int_0^Lp\,dx$. Lengths are in nm, times in s and energies in eV; the worked example quotes densities in cm$^{-3}$ and diffusivities in cm$^2$/s, which are converted before use.

## The capture coefficient

Consider one acceptor at $r=0$, with free hydrogen of density $c(r)$ around it and potential energy $U(r)$. The inward current through a sphere is

$$I=4\pi r^2D\left(\frac{dc}{dr}+\frac{c}{k_BT}\frac{dU}{dr}\right). \tag{4}$$

In the steady state $I$ is independent of $r$. Multiplying by $e^{U/k_BT}$ turns the bracket into a derivative:

$$\frac{d}{dr}\left(c\,e^{U/k_BT}\right)=\frac{I}{4\pi D}\frac{e^{U/k_BT}}{r^2}.$$

Capture at contact radius $a$ means $c(a)=0$; far away $c=h$ and $U=0$. Integration from $a$ to infinity gives $h=I/(4\pi DR)$, hence

$$k=\frac Ih=4\pi DR,\qquad \frac1R=\int_a^\infty\frac{e^{U/k_BT}}{r^2}\,dr. \tag{5}$$

For Coulomb attraction $U/k_BT=-r_c/r$, with $r_c=e^2/(4\pi\varepsilon k_BT)$. The substitution $u=1/r$ yields

$$\frac1R=\int_0^{1/a}e^{-r_cu}du=\frac{1-e^{-r_c/a}}{r_c}. \tag{6}$$

Thus $R\simeq r_c$ when $r_c\gg a$. Treating captures as independent requires $NR^3\ll1$, and using an infinite medium around each acceptor requires $L\gg R$.

The length that governs retrapping is

$$\ell=\sqrt{\frac{D}{kN}}=\frac1{\sqrt{4\pi RN}}. \tag{7}$$

The diffusivity has cancelled: faster hydrogen reaches the surface sooner, but it also meets acceptors sooner. For $R=r_c$, $\ell^2=\varepsilon k_BT/(e^2N)$, which is the squared Debye length $\lambda_D^2$ of holes of density $N$.

This checks two assumptions. First, screening replaces $r_c/r$ by $(r_c/r)e^{-r/\lambda_D}$. For $r\ll\lambda_D$ the latter is approximately $r_c/r-r_c/\lambda_D$, so the integrand in (5) grows by the factor $1+r_c/\lambda_D$. To leading order $1/R$ grows by that same small fraction. Secondly, even a fully depleted slab has charge density of magnitude at most $eN$. If the field vanishes at one face, the potential drop is at most $eNL^2/(2\varepsilon)=(k_BT/e)L^2/(2\lambda_D^2)$. Neglecting the field is therefore consistent for $L\ll\ell$. In thick slabs I use dilute pairs, $P_0\ll N$, for which the hole density in the neutral interior is nearly uniform. The thick-slab results also assume flat bands at the surface. Hydrogen escapes through a layer of thickness $\ell=\lambda_D$, which is where band bending acts, and a depleting field drives H$^+$ inward. For the 1000 nm slab of the example below, a bending of only $3k_BT$, about $3\times10^{10}$ surface charges per cm$^2$, lengthens the half-life about fourfold.

## When the decay is first order

Multiply (1) by $e^{\nu t}$. The terms containing $\nu$ combine into $\partial_t(pe^{\nu t})$, and integration gives

$$p(x,t)=P_0e^{-\nu t}+\int_0^t e^{-\nu(t-s)}k\,[N-p(x,s)]\,h(x,s)\,ds. \tag{8}$$

The first term describes pairs that have never dissociated; the integral is the contribution of retrapping. To bound it we need bounds on $p$ and $h$.

*Signs.* While $h\ge0$ and $p\le N$, (8) gives $p>0$. Free hydrogen therefore has a positive source $\nu p$. At a first interior return of $h$ to zero, $h$ would have a spatial minimum with $\partial_x^2h\ge0$, so (2) would give $\partial_th\ge\nu p>0$. This contradicts a fall to zero. The same argument holds at the reflecting face. Thus $h\ge0$.

*Pairs do not exceed their initial density.* For small $\eta>0$, define the comparison functions

$$P(t)=P_0+\eta(1+\nu t),\qquad H(t)=\frac{\nu P}{k(N-P)},$$

over a finite time, with $\eta$ small enough that $P<N$. They make the reaction terms balance, and both increase with time. Initially $p<P$ and $h<H$. Suppose $p$ is the first to touch its limit. Since $h\le H$, (1) gives $\partial_tp\le0$, whereas $P$ is rising; contact from below is impossible. Suppose instead that $h$ touches $H$. At this spatial maximum $\partial_x^2h\le0$, and $\nu p-k(N-p)H$ increases with $p$, so it is at most its value at $p=P$, namely zero. Hence $\partial_th\le0$ while $H$ rises, again a contradiction. Letting $\eta\to0$ gives $p\le P_0$.

*Free hydrogen.* Compare $h$ with the steady profile for a constant source $\nu P_0$ and no retrapping,

$$s(x)=\frac{\nu P_0}{D}\left(Lx-\frac{x^2}{2}\right), \tag{9}$$

which obeys $Ds''=-\nu P_0$, $s(0)=0$ and $s'(L)=0$. The difference $w=s-h$ satisfies

$$\partial_tw=D\,\partial_x^2w+\nu(P_0-p)+k(N-p)h.$$

Both source terms are non-negative, $w$ starts non-negative, and its boundary conditions add no negative contribution. The maximum principle gives $w\ge0$, so $h\le s\le\nu P_0L^2/(2D)$.

In (8), replace $N-p$ by the larger $N$ and $h$ by this bound. The time integral is $(1-e^{-\nu t})/\nu$, and therefore

$$0\le p-P_0e^{-\nu t}\le P_0\frac{L^2}{2\ell^2}\left(1-e^{-\nu t}\right). \tag{10}$$

When $L/\ell\to0$, the bound vanishes and

$$p=P_0e^{-\nu t}. \tag{11}$$

This is the first-order law. Free escape means escape before retrapping, and by (7) a large $D$ alone does not secure it. The error in (10) is relative to the initial density. Relative to the few pairs left at late times it can be larger, so a thin slab need not have a tail with rate precisely $\nu$.

## Thick slabs with dilute pairs

For $P_0\ll N$ we may replace $N-p$ by $N$. If also $\nu\ll kN$, free hydrogen adjusts quickly compared with the pair population, and $\partial_th$ can be neglected in (2). Just after this adjustment $p$ is still nearly $P_0$, so

$$D h''-kNh+\nu P_0=0.$$

With the two boundary conditions,

$$h=\frac{\nu P_0}{kN}\left[1-W(x)\right],\qquad W(x)=\frac{\cosh[(L-x)/\ell]}{\cosh(L/\ell)}. \tag{12}$$

Insertion in (1) gives $\partial_tp=-\nu P_0W(x)$. The function $W$ is also the probability that hydrogen released at $x$ reaches the surface before capture. Over a short time $\delta t$, survival and diffusion give $W=(1-kN\delta t)(W+D\delta t\,W'')$, hence $DW''=kNW$, with $W(0)=1$ and $W'(L)=0$; (12) solves this problem.

Let $f(t)$ be the slab average of $p/P_0$, and $\varphi=L/\ell$. Since $\int_0^L\cosh[(L-x)/\ell]dx=\ell\sinh\varphi$,

$$-\left.\frac{df}{dt}\right|_{\text{initial}}=\nu\frac{\tanh\varphi}{\varphi}. \tag{13}$$

For small $\varphi$ this is $\nu(1-\varphi^2/3)$ to leading correction. For large $\varphi$ it is $\nu\ell/L$: the initial loss comes mainly from a surface layer of thickness about $\ell$.

For the later decay, expand $p$ and $h$ in $\sin q_nx$, with $q_n=(n+\tfrac12)\pi/L$ and $n=0,1,\ldots$, which satisfy the boundary conditions on $h$. The quasi-steady form of (2) gives $h_n=\nu p_n/(kN+Dq_n^2)$. Equation (1) becomes

$$\dot p_n=-\nu p_n+\frac{kN\nu p_n}{kN+Dq_n^2}=-\Gamma_np_n,$$

$$\Gamma_n=\nu\frac{Dq_n^2}{kN+Dq_n^2}=\nu\frac{q_n^2\ell^2}{1+q_n^2\ell^2}. \tag{14}$$

The initial coefficient is $(2P_0/L)\int_0^L\sin q_nx\,dx=2P_0/(q_nL)$, because $\cos q_nL=0$. Averaging $\sin q_nx$ supplies another factor $1/(q_nL)$. Thus

$$f(t)=\sum_{n=0}^{\infty}\frac{2}{(q_nL)^2}e^{-\Gamma_nt}. \tag{15}$$

The weights are positive and the fast modes die first, so the apparent rate $-\dot f/f$ falls towards $\Gamma_0$. For $L\gg\ell$, $\Gamma_0\simeq\nu\pi^2\ell^2/(4L^2)$. For $L\ll\ell$, every $\Gamma_n$ approaches $\nu$, and (11) returns.

## What an Arrhenius plot can reveal

Write $\Gamma_0=\nu/(1+g)$, with $g=1/(q_0^2\ell^2)=4\pi RN/q_0^2$. Take $\nu=\nu_0e^{-E/k_BT}$ with constant $\nu_0$, and a temperature-independent permittivity. For $r_c\gg a$, $R\propto1/T$, so $g$ is proportional to $b=1/k_BT$ and $dg/db=g/b$. Then

$$E_{\rm app}=-\frac{d\ln\Gamma_0}{db}=E+\frac1{1+g}\frac{dg}{db}=E+k_BT\frac{g}{1+g}. \tag{16}$$

As long as $\nu\ll kN$, strong retrapping can reduce the rate greatly while shifting its activation energy by at most $k_BT$. Outside that regime (16) fails: with the parameters of the example below, the slope at 600 K falls to about 1.16 eV, below $E=1.3$ eV. A slope near $E$ does not establish free escape; a dependence of the rate on thickness can reveal retrapping.

The migration energy of $D$ adds no separate term to (16), but it may already be part of $E$. In closed equilibrium, (1) requires $\nu/k=(N-p)h/p$, a ratio set by thermodynamics. At fixed binding free energy, a change in $D$ therefore also changes $\nu$. The cancellation of $D$ above is a statement at given $\nu$.

## Dense pairs and distributed sinks

Nonlinearity can be treated in closed form when permanent sinks, such as cavities, are spread uniformly through the material and the outer surfaces are remote. Let them remove free hydrogen at rate $\kappa$ without filling up. Treating the sinks as a continuous background makes all densities uniform, and quasi-steady balance gives

$$h=\frac{\nu p}{\kappa+k(N-p)}.$$

Neglecting $\partial_th$ requires $dh/dp=\nu(\kappa+kN)/[\kappa+k(N-p)]^2\ll1$. If nearly all acceptors are passivated at first, this means $\nu(\kappa+kN)\ll\kappa^2$, which is stricter than $\nu\ll\kappa$ when retrapping is strong. Insertion of $h$ in (1) gives

$$\frac{dp}{dt}=-\frac{\nu\kappa p}{\kappa+k(N-p)}. \tag{17}$$

With $y=p/N$, $y_0=P_0/N$ and $G=kN/\kappa$, separation of variables gives

$$\left(\frac{1+G}{y}-G\right)dy=-\nu\,dt,$$

$$(1+G)\ln\frac{y}{y_0}-G(y-y_0)=-\nu t. \tag{18}$$

Dividing by $1+G$ and exponentiating gives $y\,e^{-Gy/(1+G)}=y_0\,e^{-(Gy_0+\nu t)/(1+G)}$. Multiply both sides by $-G/(1+G)$. With $z=-Gy/(1+G)$ the result has the form $ze^z=A$, where

$$A=-\frac{Gy_0}{1+G}\exp\left(-\frac{Gy_0+\nu t}{1+G}\right),\qquad y=-\frac{1+G}{G}W_0(A). \tag{19}$$

Here $W_0$ is the principal Lambert function, chosen because $z>-1$. The relative decay rate falls from $\nu/[1+G(1-y_0)]$ to $\nu/(1+G)$, since each reactivated acceptor is a new trap. As $G\to0$, (18) becomes $\ln(y/y_0)=-\nu t$: the first-order law again.

## A worked example

Take round model parameters: $T=400$ K, relative permittivity 12, $a=0.3$ nm, $N=10^{15}$ cm$^{-3}$, $E=1.3$ eV, $\nu_0=10^{13}$ s$^{-1}$ and $D=10^{-9}$ cm$^2$/s. They are not fitted to measured boron data. Equation (6) gives $R=3.48$ nm; screening lowers it to 3.41 nm, about 2%, for an isolated acceptor. Competition from the other acceptors acts over the same length $\ell=\lambda_D$ and, in a mean-field estimate, restores about half of this reduction. With $N=10^{-6}$ nm$^{-3}$,

$$\ell=\frac{1}{\sqrt{4\pi(3.48)(10^{-6})}}\ \text{nm}\simeq151\ \text{nm}.$$

The dissociation rate is $10^{13}e^{-1.3/0.034469}\simeq4.18\times10^{-4}$ s$^{-1}$, so $1/\nu\simeq2395$ s. Since $kN=4.37$ s$^{-1}$, the quasi-steady condition is well satisfied.

For a 30 nm slab, $L/\ell=0.198$. At $\nu t=1$ the bound (10) is $(0.198^2/2)(1-e^{-1})\simeq0.0124$. The full nonlinear solution with $P_0=0.9N$ has a largest excess of 0.0031 and a mean remaining fraction of 0.370, against $e^{-1}=0.368$. At $\nu t=2$ the fractions are 0.1375 and 0.1353: a small difference relative to $P_0$, but 1.6% of the first-order value. This slab is only about nine capture radii thick and thinner than the mean acceptor spacing, so the densities represent averages over a large area and the capture coefficient is approximate. The same holds for $\nu$, because the faces change the chance of return to the parent acceptor. At mid-slab an image estimate raises $\nu$ above its bulk value by the factor $1/(1-R\ln2/L)\simeq1.09$; the rise is larger near the absorbing face, and $\nu$ is lowered near the reflecting one. This brings the mean fraction at $\nu t=1$ to roughly 0.32, a change much larger than the retrapping excess. The figures above therefore describe equations (1) and (2) at given $\nu$, not a real 30 nm layer with the bulk rate.

For dilute pairs, the half-life is 1682 s at 30 nm, close to $\ln2/\nu=1660$ s. At 1000 nm it is about $2.2\times10^4$ s, or 6.1 h, about 13 times the first-order value. There $\varphi=6.61$, and (13) gives an initial rate of $0.151\nu$. The late rate is $0.0534\nu$, so a fit to the tail would underestimate $\nu$ by a factor of about 19.

At $\nu t=5$ in this thick slab, the full solution leaves 0.6399 of the pairs and the mode sum 0.6401. Raising $D$ tenfold at fixed $\nu$ gives 0.6400. This tests the cancellation of $D$: faster diffusion has not brought the decay nearer to $e^{-5}$.

The late mode has $g=(2\varphi/\pi)^2\simeq17.7$. Equation (16) predicts $1.3+0.0345\times17.7/18.7\simeq1.333$ eV, in agreement with the slow eigenvalue of the rate equations, whose calculation included a migration energy of 0.5 eV in $D$.

For the second case, take neutral spherical cavities of radius $R_s=5$ nm and density $S=10^{14}$ cm$^{-3}$. Setting $U=0$ and $a=R_s$ in (5) gives $\kappa=4\pi DR_sS$, so

$$G=\frac{RN}{R_sS}=\frac{3.48\times10^{15}}{5\times10^{14}}\simeq6.96.$$

Again $D$ cancels. With $P_0=0.9N$, the relative rate starts at $0.590\nu$ and falls towards $0.126\nu$. At $\nu t=3$, (19) and the two rate equations both leave 0.442 of the initial pairs, while free escape would leave 0.050. Both calculations treat the cavities as a continuous background. Real cavities at this density are about 215 nm apart, a distance comparable with $\ell$, so pairs close to a cavity disappear sooner than those far from it, and the uniform model is only an approximation to the average; a spherical cell around each cavity gives about 0.43 instead of 0.442. Increasing $\kappa$ a thousandfold changes the remaining fraction to 0.0505, close to the first-order value 0.0498. The numerical output below gives the other times and thicknesses.

## Calculated quantities

```
Temperature: 400 K
Thermal energy: 0.034469 eV
Relative permittivity: 12 (dimensionless)
Contact radius: 0.3 nm
Total acceptor density: 1e+15 cm^-3
Dissociation energy: 1.3 eV
Migration energy: 0.5 eV
Attempt rate: 1e+13 s^-1
Diffusivity: 1e-09 cm^2/s
Coulomb radius: 3.4813 nm
Capture radius, formula: 3.481301 nm
Capture radius, integrated flux: 3.481301 nm
Capture radius with screening: 3.4058 nm
Retrapping length: 151.19 nm
Hole Debye length: 151.19 nm
Dissociation rate nu: 0.00041756 s^-1
Lifetime 1/nu: 2394.9 s
Capture rate k N: 4.3747 s^-1
Dilute slabs: L (nm), L/ell, initial rate/nu, half-life (s)
  30  0.1984  0.9871  1681.7
  100  0.6614  0.8759  1897.8
  300  1.9843  0.4853  3626.9
  1000  6.6142  0.1512  22052.8
First-order half-life ln2/nu: 1660 s
Thin slab initial pair fraction P0/N: 0.9 (dimensionless)
Thin 30 nm slab: nu t, mean p/P0, exp(-nu t), max excess, bound
  0.5  0.60769  0.60653  0.00173  0.00775
  1.0  0.36995  0.36788  0.00310  0.01244
  2.0  0.13750  0.13534  0.00324  0.01702
Thick slab initial pair fraction P0/N: 0.001 (dimensionless)
Thick 1000 nm slab: nu t, full solution, mode sum, with 10 D
  1  0.87875  0.87883  0.87881
  5  0.63993  0.64008  0.63997
  20  0.27859  0.27875  0.27859
Thick slab initial rate/nu, full solution: 0.14967 (dimensionless)
Thick slab late rate/nu: 0.053385 (dimensionless)
Late apparent activation energy, numerical: 1.3326 eV
Late apparent activation energy, formula: 1.3326 eV
Sink radius: 5 nm
Sink density: 1e+14 cm^-3
Sink removal rate kappa: 0.62832 s^-1
Retrapping ratio G = k N/kappa: 6.9626 (dimensionless)
Sink case initial pair fraction P0/N: 0.9 (dimensionless)
Sink case initial relative rate/nu: 0.58953 (dimensionless)
Sink case late relative rate/nu: 0.12559 (dimensionless)
Sinks: nu t, rate equations, Lambert, 1000 kappa, exp(-nu t)
  1  0.69233  0.69230  0.368980  0.367879
  3  0.44243  0.44238  0.050531  0.049787
  10  0.14540  0.14538  0.000048  0.000045
```
